# Ordering of low-field lifetimes from breakdown laws matched at two fields

A law for the breakdown lifetime \(t\) of a dielectric under a field \(F>0\) should not depend on the units chosen for time and field. Consider laws with two adjustable constants,

\[
\ln t=a+b\,x(F),
\]

where \(t\) and \(F\) stand for their numerical values in some units. A new unit of time adds a constant to \(\ln t\), which \(a\) absorbs. A new unit of field replaces \(F\) by \(\lambda F\), and the family of laws is unchanged if the constants can absorb this too:

\[
x(\lambda F)=c(\lambda)+d(\lambda)\,x(F).
\]

Assume that these functions are smooth enough to differentiate. Differentiation with respect to \(F\) gives \(\lambda x'(\lambda F)=d(\lambda)x'(F)\). Differentiating this with respect to \(\lambda\), and then setting \(\lambda=1\), gives

\[
x'(F)+F x''(F)=p\,x'(F),\qquad p=d'(1).
\]

Hence \(F x''=(p-1)x'\), whose solution is \(x'\propto F^{p-1}\). Within this family, the field acceleration, defined as the rate at which \(\ln t\) falls with field, must therefore have the form

\[
A(F)\equiv-\frac{d\ln t}{dF}=C F^{p-1}.
\]

Independence of units alone does not force this form. A law such as \(t\propto1/\sinh(\gamma F)\), whose adjustable constant sets a field scale inside a nonlinear function, is also independent of units but lies outside the family. A lifetime that falls with field requires \(C>0\). Integration for \(p=1,\ \tfrac12,\ 0,\ -1\) gives the linear-field, square-root-field, power and inverse-field laws:

\[
\begin{aligned}
\ln t_{\rm lin}&=a-\gamma F, & \ln t_{\rm sqrt}&=a-\alpha\sqrt F,\\
\ln t_{\rm pow}&=a-n\ln F, & \ln t_{\rm inv}&=a+G/F.
\end{aligned}
\]

The constant \(a\) differs from law to law. The respective values of \(C\) are \(\gamma\), \(\alpha/2\), \(n\) and \(G\).

Simple models lead to three of these forms. The algebra uses atomic units, in which the electron mass, the elementary charge, \(\hbar\) and \(4\pi\varepsilon_0\) are one. If bond breaking has a thermal barrier \(\Delta-\mu F\), with \(\mu\) an effective dipole, then \(t\propto\exp[(\Delta-\mu F)/kT]\) and \(\gamma=\mu/kT\).

For an electron leaving a Coulomb centre in a medium of relative permittivity \(\kappa\), the potential energy along the escape direction is \(-1/(\kappa r)-Fr\). Its maximum is at \(r=1/\sqrt{\kappa F}\), where it equals \(-2\sqrt{F/\kappa}\). The barrier is thus lowered by \(2\sqrt{F/\kappa}\). If the lifetime is inversely proportional to the thermal escape rate, then \(\alpha=2/(kT\sqrt\kappa)\), apart from any field dependence of the prefactor.

For tunnelling through a triangular barrier of height \(\phi\), the leading semiclassical exponent is

\[
2\int_0^{\phi/F}\sqrt{2(\phi-Fx)}\,dx
=\frac{4\sqrt2}{3}\frac{\phi^{3/2}}{F}.
\]

A lifetime inversely proportional to this tunnelling rate has \(G=4\sqrt2\,\phi^{3/2}/3\), again without the prefactor. This value is for the free-electron mass. An effective tunnelling mass \(m_{\rm t}\), in units of the electron mass, multiplies \(G\) by \(\sqrt{m_{\rm t}}\). The barrier is triangular only if the film is thicker than \(\phi/F\). At lower fields it is trapezoidal, and the exponent is smaller than \(G/F\) and stays finite as \(F\to0\). The power law is taken here as an empirical form. The comparison below needs none of these mechanisms, because it concerns the field dependence alone.

Let every law pass through the same two stress points, \((F_1,t_1)\) and \((F_2,t_2)\), with

\[
0<F_1<F_2,\qquad t_1>t_2,\qquad L\equiv\ln\frac{t_1}{t_2}>0.
\]

Both points, and the extrapolated lifetime, refer to the same temperature, area, failure fraction and failure criterion. Integrating the acceleration from \(F_1\) to \(F_2\) fixes its amplitude:

\[
C_p\int_{F_1}^{F_2}u^{p-1}\,du=L.
\]

Integrating from a lower field \(F\) up to \(F_1\) gives \(\ln t_p(F)-\ln t_1=C_p\int_F^{F_1}u^{p-1}du\). Elimination of \(C_p\) leaves

\[
\ln\frac{t_p(F)}{t_1}=L R_p(F),\qquad
R_p(F)=\frac{\displaystyle\int_F^{F_1}u^{p-1}\,du}
{\displaystyle\int_{F_1}^{F_2}u^{p-1}\,du}.
\]

The reach \(R_p\) counts how many times the logarithmic lifetime change of the stress window is repeated between \(F_1\) and \(F\). It depends on field ratios alone. The integrals give

\[
\begin{aligned}
R_{\rm lin}&=\frac{F_1-F}{F_2-F_1}, &
R_{\rm sqrt}&=\frac{\sqrt{F_1}-\sqrt F}{\sqrt{F_2}-\sqrt{F_1}},\\
R_{\rm pow}&=\frac{\ln(F_1/F)}{\ln(F_2/F_1)}, &
R_{\rm inv}&=\frac{1/F-1/F_1}{1/F_1-1/F_2}
=\frac{F_2}{F}R_{\rm lin}.
\end{aligned}
\]

To order them, take two exponents \(p<q\) and write \(u^{p-1}=u^{p-q}u^{q-1}\). The factor \(u^{p-q}\) falls with \(u\), because its exponent is negative. With \(c=F_1^{p-q}\), it follows that

\[
u^{p-1}>c\,u^{q-1}\quad(u<F_1),\qquad
u^{p-1}<c\,u^{q-1}\quad(u>F_1).
\]

The first inequality makes the numerator of \(R_p\) larger than \(c\) times the numerator of \(R_q\). The second makes the denominator of \(R_p\) smaller than \(c\) times the denominator of \(R_q\). All these integrals are positive, so the common factor cancels and \(R_p>R_q\). Since \(L>0\),

\[
\boxed{t_{\rm lin}(F)<t_{\rm sqrt}(F)<t_{\rm pow}(F)<t_{\rm inv}(F),
\qquad 0<F<F_1.}
\]

The cause is the difference in how strongly the accelerations grow towards low field. All four laws must produce the same total change \(L\) inside the window. A law of smaller \(p\) places more of its acceleration at the low-field end of the window, and continues to gain on the others below it.

The laws cross again at \(F_2\), and the order elsewhere follows from the difference \(\delta=\ln t_p-\ln t_q\), still with \(p<q\). Its derivative is

\[
\delta'(F)=C_qF^{q-1}-C_pF^{p-1}
=F^{q-1}\left(C_q-C_pF^{p-q}\right).
\]

The bracket rises strictly with \(F\), so \(\delta'\) has at most one zero. Because \(\delta(F_1)=\delta(F_2)=0\), there must be a zero of \(\delta'\) between the two stress fields. Thus \(\delta\) falls up to that point and rises after it. It is positive below \(F_1\), negative between \(F_1\) and \(F_2\), and positive above \(F_2\). The order of the four lifetimes is therefore reversed inside the window and restored above it. Direct solution of the matching equations for 1500 random cases confirmed the order in all three regions.

For the two extreme laws the difference has a short form. The expressions for \(R_{\rm lin}\) and \(R_{\rm inv}\) also hold above \(F_1\), where they become negative, so at any positive field

\[
\ln\frac{t_{\rm inv}}{t_{\rm lin}}
=L R_{\rm lin}\left(\frac{F_2}{F}-1\right)
=L\frac{(F_1-F)(F_2-F)}{F(F_2-F_1)}.
\]

Inside the window the linear law gives the longest lifetime and the inverse law the shortest. Their separation bounds that of any other pair of the four. Expanding the product gives

\[
\ln\frac{t_{\rm lin}}{t_{\rm inv}}
=\frac{L}{F_2-F_1}\left(F_1+F_2-F-\frac{F_1F_2}{F}\right).
\]

The derivative of the bracket is \(-1+F_1F_2/F^2\), which changes from positive to negative at \(F=\sqrt{F_1F_2}\). At this maximum the bracket is \((\sqrt{F_2}-\sqrt{F_1})^2\), and division by \(F_2-F_1=(\sqrt{F_2}-\sqrt{F_1})(\sqrt{F_2}+\sqrt{F_1})\) gives

\[
\left(\ln\frac{t_{\rm lin}}{t_{\rm inv}}\right)_{\max}
=L\,\frac{\sqrt{F_2}-\sqrt{F_1}}{\sqrt{F_2}+\sqrt{F_1}}.
\]

A numerical example uses round model parameters. Fields are given in V/Å, which is the same as eV per elementary charge per Å. Take

\[
\begin{gathered}
F_1=0.05\ \text{V/Å},\quad F_2=0.07\ \text{V/Å},\quad F=0.02\ \text{V/Å},\\
t_1=10^5\ \text{s},\quad t_2=10^2\ \text{s}.
\end{gathered}
\]

Then \(L=\ln 10^3=6.908\). For the linear law, \(R_{\rm lin}=(0.05-0.02)/(0.07-0.05)=1.5\). For the inverse law, \(R_{\rm inv}=(0.07/0.02)\times1.5=5.25\). The other two reaches are \(R_{\rm sqrt}=2.006\) and \(R_{\rm pow}=2.723\). Since \(e^L=10^3\), each lifetime is \(10^{5+3R}\) s:

\[
\begin{aligned}
t_{\rm lin}&=3.2\times10^9\ \text{s}&&(1.0\times10^2\ \text{years}),\\
t_{\rm sqrt}&=1.0\times10^{11}\ \text{s}&&(3.3\times10^3\ \text{years}),\\
t_{\rm pow}&=1.5\times10^{13}\ \text{s}&&(4.7\times10^5\ \text{years}),\\
t_{\rm inv}&=5.6\times10^{20}\ \text{s}&&(1.8\times10^{13}\ \text{years}).
\end{aligned}
\]

The accelerations show where the differences arise. At \(F_1\) they are 345, 377, 411 and 484 Å/V, in the order of the laws above. At the use field, \(F=0.02\) V/Å, they are 345, 596, 1026 and 3022 Å/V. The inverse law has gained a factor \((0.05/0.02)^2=6.25\), while the linear law has not changed.

The extreme lifetimes at the use field differ by a factor of \(1.8\times10^{11}\). Inside the stress window their greatest separation, at 0.0592 V/Å, is a factor of 1.79: the linear law gives 4226 s and the inverse law 2367 s. A third stress point there can distinguish these two laws if its uncertainty, and that of the matching points, is well below this factor. Any other pair is harder to separate at that field.

The same difficulty appears when the stress window is made narrow. Let \(F_2\to F_1\) while \(L/(F_2-F_1)\) tends to a fixed acceleration \(A_1\). The denominator of \(R_p\) becomes \(F_1^{p-1}(F_2-F_1)\) to leading order, while its numerator is \((F_1^p-F^p)/p\). Therefore

\[
\ln\frac{t_p(F)}{t_1}\longrightarrow
A_1F_1\,\frac{1-(F/F_1)^p}{p},
\]

with the limit \(A_1F_1\ln(F_1/F)\) for \(p=0\). Put \(F=F_1(1-s)\) and expand \((1-s)^p=1-ps+p(p-1)s^2/2+O(s^3)\). This gives

\[
\ln\frac{t_p}{t_1}=A_1F_1\left[s+\frac{1-p}{2}s^2+O(s^3)\right].
\]

The value and slope at \(F_1\) are common to all laws. The exponent first enters through the curvature, so data that determine a slope but no curvature cannot select a law.

At the other end of the field range, the laws differ in kind. As \(F\to0\), the linear and square-root reaches approach finite values,

\[
R_{\rm lin}\to\frac{F_1}{F_2-F_1},\qquad
R_{\rm sqrt}\to\frac{\sqrt{F_1}}{\sqrt{F_2}-\sqrt{F_1}}.
\]

In the example the corresponding lifetimes are \(3.2\times10^{12}\) s and \(2.4\times10^{21}\) s. The power law instead diverges as \(F^{-n}\), with \(n=L/\ln(F_2/F_1)=20.5\). The inverse law diverges as \(\exp(G/F)\), with

\[
G=\frac{L}{1/F_1-1/F_2}=1.209\ \text{V/Å}.
\]

These limits are properties of the formulas, and a real mechanism may change before they are reached. If this \(G\) is read as tunnelling with \(m_{\rm t}=0.5\), it implies \(\phi=1.84\) eV, so the barrier width \(\phi/F\) is 37 Å at \(F_1\) and 92 Å at the use field. In a 50 Å film the barrier is triangular in the stress window but trapezoidal at the use field, where the tunnelling exponent gives about \(4\times10^{12}\) s instead of \(5.6\times10^{20}\) s. For example, if reversing the field leaves the lifetime unchanged and \(\ln t\) is differentiable at zero field, its slope there must vanish. The linear law with \(\gamma>0\) then cannot hold down to \(F=0\).

For design, the question is often inverted: which field permits a target lifetime \(t_*>t_1\)? Define \(\rho=\ln(t_*/t_1)/L\) and set \(R_p(F_p)=\rho\). For \(p\ne0\), the integrated form of \(R_p\) gives \(F_1^p-F_p^p=\rho(F_2^p-F_1^p)\), hence

\[
F_p=\left[F_1^p-\rho(F_2^p-F_1^p)\right]^{1/p},\qquad
F_{\rm pow}=F_1\left(\frac{F_1}{F_2}\right)^\rho .
\]

For the linear and square-root laws, the bracket must be positive, which requires the target to lie below their zero-field limit. The permitted fields have the same order as the lifetimes. Indeed, for \(p<q\), law \(p\) still gives more than \(t_*\) at the field \(F_q\), and since its lifetime falls with field, \(F_p>F_q\).

With \(t_*=10^9\) s, or about 32 years, \(\rho=\ln10^4/\ln10^3=4/3\). The linear law permits \(0.05-(4/3)(0.02)=0.0233\) V/Å. The square-root, power and inverse laws permit 0.0286, 0.0319 and 0.0362 V/Å. The spread in permitted field is a factor of about 1.6, far smaller than the spread in lifetime at the use field. At fixed \(\rho\) the permitted fields do not depend on \(L\), whereas the lifetime ratio at a given field grows exponentially with \(L\). The spread in field does grow with the target: it is a factor of 3.2 for \(10^{11}\) s and 9 for \(10^{12}\) s, and it diverges as the target approaches the zero-field limit of the linear law.

The ordering proof used two properties of the laws: their accelerations are positive, and the ratio of these accelerations falls with field. It therefore also covers some prefactors. Multiply the inverse-law lifetime by \(F^{-m}\), with a fixed \(m>0\). The acceleration becomes

\[
A(F)=\frac mF+\frac G{F^2}.
\]

Matching now gives \(L=m\ln(F_2/F_1)+G(1/F_1-1/F_2)\), so \(G\) is positive if \(L>m\ln(F_2/F_1)\). Under this condition, the ratio of \(A\) to the power-law form \(1/F\) is \(m+G/F\), which falls with \(F\). The ratio of the inverse-law form \(1/F^2\) to \(A\) is \(1/(mF+G)\), which also falls. The modified law thus lies between the power and inverse laws at low field. If the condition fails, \(G\) is no longer positive and this placement does not follow.

The proof relies on exact matching to common data. Small errors \(\epsilon_1\) and \(\epsilon_2\) in \(\ln t_1\) and \(\ln t_2\) change an extrapolation by

\[
\delta\ln t_p(F)=(1+R_p)\epsilon_1-R_p\epsilon_2,
\]

because \(\ln t_p=(1+R_p)\ln t_1-R_p\ln t_2\). At the use field the two coefficients have magnitudes 2.5 and 1.5 for the linear law, but 6.25 and 5.25 for the inverse law. If all laws use the same pair of erroneous values, the order survives as long as \(t_1>t_2\). If they are matched to different values, it need not. Least-squares fits to scattered data generally do not share two prescribed points, so the proof does not apply to them either.

Nor does the order identify the true law. The linear law gives the shortest lifetime of these four below \(F_1\), but this alone does not make it a lower bound on the actual lifetime. It is sufficient for such a bound that the actual law passes through the same two points and has an acceleration that falls with field, as the other three laws do. A mechanism whose acceleration weakens towards low field can give a still shorter life. The numerical output below lists the matched parameters and the resulting lifetimes and fields.

## Calculated quantities

```
random matched cases tested: 1500
atomic unit of field: 51.4221 V/angstrom
lower stress field F1: 0.050 V/angstrom
upper stress field F2: 0.070 V/angstrom
use field: 0.020 V/angstrom
lifetime t1 at F1: 1.0e+05 s
lifetime t2 at F2: 1.0e+02 s
L = ln(t1/t2): 6.9078 (dimensionless)
linear: slope parameter 345.3878 angstrom/V
square-root: slope parameter 168.6121 (angstrom/V)^(1/2)
power: slope parameter 20.5299 (dimensionless)
inverse: slope parameter 1.2089 V/angstrom
linear: acceleration at F1 345.4 angstrom/V
square-root: acceleration at F1 377.0 angstrom/V
power: acceleration at F1 410.6 angstrom/V
inverse: acceleration at F1 483.5 angstrom/V
linear: acceleration at use field 345.4 angstrom/V
square-root: acceleration at use field 596.1 angstrom/V
power: acceleration at use field 1026.5 angstrom/V
inverse: acceleration at use field 3022.1 angstrom/V
linear: reach R at use field 1.5000 (dimensionless)
square-root: reach R at use field 2.0061 (dimensionless)
power: reach R at use field 2.7232 (dimensionless)
inverse: reach R at use field 5.2500 (dimensionless)
linear: lifetime at use field 3.162e+09 s = 1.002e+02 years
square-root: lifetime at use field 1.043e+11 s = 3.305e+03 years
power: lifetime at use field 1.478e+13 s = 4.684e+05 years
inverse: lifetime at use field 5.623e+20 s = 1.782e+13 years
inverse/linear lifetime ratio at use field: 1.778e+11 (dimensionless)
field of greatest separation in window: 0.05916 V/angstrom
linear: lifetime at that field 4225.5 s
inverse: lifetime at that field 2366.6 s
linear/inverse lifetime ratio there: 1.7855 (dimensionless)
linear: zero-field lifetime limit 3.162e+12 s
square-root: zero-field lifetime limit 2.367e+21 s
target lifetime: 1.0e+09 s = 31.69 years
rho = ln(target/t1)/L: 1.3333 (dimensionless)
linear: permitted field for target 0.02333 V/angstrom
square-root: permitted field for target 0.02856 V/angstrom
power: permitted field for target 0.03193 V/angstrom
inverse: permitted field for target 0.03621 V/angstrom
```
